# The dc-heated electron tail above an inelastic threshold

## Definitions and conventions

Electrons of mass $m$ and charge $-e$ move through a gas in a steady, uniform electric field of magnitude $E$. Their acceleration has magnitude

$$a=\frac{eE}{m}$$

and points against the field. The polar axis is taken along this acceleration, $\theta$ is the angle between the velocity and the axis, and $\mu=\cos\theta$. The distribution $f$ is a density in three-dimensional velocity space, normalised to one electron, $\int f\,d^3v=1$. A bar or $\langle\cdot\rangle$ over a function of $\mu$ denotes the average $\tfrac12\int_{-1}^{1}d\mu$.

An inelastic collision costs the energy $\varepsilon_*$ and is possible above the threshold speed $v_*$, where $\varepsilon_*=\tfrac12mv_*^2$. Two frequencies describe the collisions:

- $\nu_{\rm inel}$ is the number of inelastic collisions per unit time of an electron above threshold.
- $\nu_m$ is the total momentum-loss frequency. It is the sum of the elastic momentum-transfer frequency and $\nu_{\rm inel}$, because an electron removed by an inelastic event takes its directed momentum with it.

The elastic frequency alone may be used for $\nu_m$ when $\nu_{\rm inel}\ll\nu_m$. The gas atoms are at rest and infinitely heavy, so an elastic collision changes the direction of an electron but not its speed.

The two-term approximation keeps an isotropic part and one directed part:

$$f(v,\mu)=f_0(v)+\mu f_1(v). \tag{1}$$

A prime on $f_0$ or $f_1$ means $d/dv$.

## The theorem

**Theorem.** Let $\nu_m$ and $\nu_{\rm inel}$ be constant and positive for $v>v_*$. Let no electron be scattered back into the region $v>v_*$ by an inelastic collision, and let $f_0\to0$ as $v\to\infty$. Then the steady two-term distribution above threshold is

$$f_0(v)=C\,\frac{e^{-kv}}{v},\qquad k=\frac{m\sqrt{3\nu_m\nu_{\rm inel}}}{eE}, \tag{2}$$

with a constant $C$ that the equations above threshold do not determine.

**Lemma 1.** Under the same assumptions,

$$a f_0'=-\nu_m f_1,\qquad \frac{a}{3v^2}\left(v^2f_1\right)'=-\nu_{\rm inel}f_0. \tag{3}$$

*Proof.* In a steady, uniform state the Boltzmann equation equates $a\,\partial f/\partial v_z$ to the collision term. In the variables $v$ and $\mu$,

$$\frac{\partial f}{\partial v_z}=\mu\frac{\partial f}{\partial v}+\frac{1-\mu^2}{v}\frac{\partial f}{\partial\mu},$$

and inserting (1) gives

$$a\frac{\partial f}{\partial v_z}=a\left[\mu f_0'+\mu^2f_1'+(1-\mu^2)\frac{f_1}{v}\right]. \tag{4}$$

Average this over $\mu$. Since $\langle\mu\rangle=0$, $\langle\mu^2\rangle=\tfrac13$ and $\langle1-\mu^2\rangle=\tfrac23$, the result is

$$a\left[\frac{f_1'}{3}+\frac{2f_1}{3v}\right]=\frac{a}{3v^2}\left(v^2f_1\right)'.$$

Elastic collisions preserve the number of electrons at each speed, so the average of the collision term is the inelastic loss $-\nu_{\rm inel}f_0$. This is the second equation of (3).

Now multiply (4) by $3\mu$ and average. The last two terms are odd in $\mu$ and vanish, and the first gives $3\langle\mu^2\rangle af_0'=af_0'$. The same projection of the collision term is $-\nu_mf_1$, by the definition of $\nu_m$. $\square$

*Proof of the theorem.* The first equation of (3) gives $f_1=-(a/\nu_m)f_0'$. The minus sign makes $f_1$ positive for a falling $f_0$, so more electrons move along the acceleration than against it. Substitution into the second equation gives

$$\frac{D}{v^2}\left(v^2f_0'\right)'=\nu_{\rm inel}f_0,\qquad D=\frac{a^2}{3\nu_m}. \tag{5}$$

Put $f_0=u/v$. Then $v^2f_0'=vu'-u$, and its derivative is $vu''+u'-u'=vu''$. Equation (5) becomes $Du''/v=\nu_{\rm inel}u/v$, or

$$u''=k^2u,\qquad k^2=\frac{\nu_{\rm inel}}{D}=\frac{3\nu_m\nu_{\rm inel}}{a^2}. \tag{6}$$

The general solution is $u=Ce^{-kv}+Be^{kv}$. A nonzero $B$ would make $f_0=u/v$ diverge at large $v$, so $B=0$. Inserting $a=eE/m$ gives (2). $\square$

**Remark (meaning and limits).** Equation (5) describes diffusion in velocity space with absorption. Between collisions the field changes the velocity by about $a/\nu_m$, always along the axis. Collisions randomise the direction of motion, so the speed rises in some free flights and falls in others. The speed $1/k=\sqrt{D/\nu_{\rm inel}}$ measures how far an electron diffuses before an inelastic collision removes it. Both frequencies are proportional to the gas density $N$ at fixed composition, so $k\propto N/E$.

As $\nu_{\rm inel}\to0$, the tail tends to $C/v$. The upward flux through a sphere of radius $v$ is then $-4\pi v^2Df_0'=4\pi DC$, the same at every speed, as it must be without a sink. As $E\to0$, $k$ grows without limit and the tail is cut off just above threshold. Thermal motion of the gas, neglected here, must eventually matter in that limit.

**Corollary (tail temperature).** Define a local temperature, in energy units, by $T=-(d\ln f_0/d\varepsilon)^{-1}$. From $\ln f_0=\ln C-kv-\ln v$ and $d\varepsilon=mv\,dv$,

$$-\frac{d\ln f_0}{d\varepsilon}=\frac{k+1/v}{mv}=\frac{1+kv}{mv^2},\qquad T(\varepsilon)=\frac{2\varepsilon}{1+kv}. \tag{7}$$

A Maxwellian would have constant $T$. Here $T$ rises with energy, as $\sqrt\varepsilon$ when $kv\gg1$.

## The amplitude

The constant $C$ needs information from all speeds. For this section let $\nu_m$ be constant at every speed, let inelastic scattering be isotropic, and let each inelastic electron reappear with energy lower by $\varepsilon_*$. There is no other loss of energy or of electrons. Write $x=kv_*$.

**Lemma 2.** The fraction of electrons above threshold is

$$\varphi=\frac{6}{x^2}, \tag{8}$$

provided that $v^3f_0$ vanishes at both ends of the speed range.

*Proof.* The isotropic part carries no drift, so the drift speed is

$$\langle v_z\rangle=\int v\mu f\,d^3v=\frac{4\pi}{3}\int_0^\infty v^3f_1\,dv
=-\frac{4\pi a}{3\nu_m}\int_0^\infty v^3f_0'\,dv .$$

Integration by parts turns the last integral into $-3\int v^2f_0\,dv$. Since $4\pi\int v^2f_0\,dv=1$, the drift speed is $a/\nu_m$. The field therefore supplies the power $eEa/\nu_m=ma^2/\nu_m$ per electron. Inelastic collisions remove $\varphi\nu_{\rm inel}\varepsilon_*$. In a steady state the two are equal:

$$\varphi=\frac{ma^2}{\nu_m\nu_{\rm inel}\varepsilon_*}=\frac{3m}{k^2\varepsilon_*}=\frac{6}{k^2v_*^2},$$

where $a^2=3\nu_m\nu_{\rm inel}/k^2$ and $\varepsilon_*=\tfrac12mv_*^2$ were used. $\square$

If the tail has the shape (2), the same fraction is

$$\varphi=4\pi C\int_{v_*}^\infty ve^{-kv}\,dv=\frac{4\pi C\,e^{-x}(1+x)}{k^2}.$$

Equating this to $6/x^2$ gives

$$C\,e^{-x}=\frac{3}{2\pi v_*^2(1+x)}. \tag{9}$$

The left side is $vf_0$ at threshold. Equation (8) allows electrons to return above threshold, while (9) also uses the no-return shape and is therefore approximate. A fraction cannot exceed one, so this model has no steady state of the assumed kind for $x<\sqrt6$.

## Electrons that return above threshold

The assumption of no returns holds if an inelastic event removes the electron altogether, or always leaves it below threshold. For a fixed loss $\varepsilon_*$, however, an electron with energy above $2\varepsilon_*$ remains in the tail.

**Proposition 1.** With a fixed loss and isotropic inelastic scattering, the ratio of returning to lost electrons at speed $v$, evaluated with the tail (2), is

$$R(v)=e^{-k(v'-v)},\qquad v'=\sqrt{v^2+v_*^2}. \tag{10}$$

*Proof.* Electrons arriving at $v$ start at $v'$. Their rate into the shell $dv$ is $4\pi\nu_{\rm inel}v'^2f_0(v')\,dv'$. Because $v'dv'=v\,dv$, this equals $4\pi\nu_{\rm inel}v'v f_0(v')\,dv$. The loss from the shell is $4\pi\nu_{\rm inel}v^2f_0(v)\,dv$. The ratio is $v'f_0(v')/[vf_0(v)]$, which (2) turns into (10). $\square$

With returns included, (6) is replaced by $u''=k^2[u(v)-u(v')]$. While $R$ is small, write $u=e^{-kv}(1+\delta)$, so that $\delta''-2k\delta'=-k^2R$ to first order. Since $R'=k(1-v/v')R$, treating $v/v'$ as locally constant gives $\delta'=kR/(1+v/v')$. The local decay constant is then close to $k[1-R/(1+v/v')]$, which tends to $k(1-R/2)$ for $v\gg v_*$. Since $v'-v=v_*^2/(v'+v)\approx v_*^2/(2v)$ for $v\gg v_*$, returns are negligible for

$$v\ll\tfrac12kv_*^2. \tag{11}$$

**Proposition 2.** If the frequencies remain constant and electrons are conserved, the distribution far beyond the speed in (11) follows

$$f_0\propto v^{-p},\qquad p=\frac{x^2}{2}. \tag{12}$$

*Derivation at leading order in $1/v$.* In a steady state without flux at infinity, upward diffusion through speed $v$ balances the inelastic jumps down across it:

$$-4\pi v^2Df_0'=4\pi\nu_{\rm inel}\int_v^{v'}w^2f_0(w)\,dw
\approx4\pi\nu_{\rm inel}v^2f_0\,\frac{v_*^2}{2v}.$$

Division by $4\pi v^2Df_0$ gives $-f_0'/f_0=k^2v_*^2/(2v)=p/v$, which is (12). Treating $f_0$ as constant across the jump requires $p(v'-v)/v\approx x^2v_*^2/(4v^2)\ll1$, or $v\gg kv_*^2/2$. $\square$

The exponential is thus an intermediate tail when the energy loss is fixed. The power law can be normalised if $p>3$, which is the condition $x>\sqrt6$ found above.

For $x=4$ the formula gives $p=8$. A finite-volume solution of the two-term equation, with returns, gives the local exponent 7.91 between 140 and 160 threshold energies. At the middle of that range (2) would give $1+kv=50$. The small difference from 8 comes from the finite jump: with $y=(v/v_*)^2$, the integrand in the variable $y$ falls as $y^{(1-p)/2}$, so its average over one threshold energy is lower by the fraction $(p-1)/(4y)$. At $y=150$ this is 1.2 percent, which brings 8 down to 7.91.

## Beyond the two-term approximation

From $f_1=-(a/\nu_m)f_0'$ and (2), with $w=\nu_{\rm inel}/\nu_m$,

$$\frac{f_1}{f_0}=\frac{a}{\nu_m}\left(k+\frac1v\right)=\sqrt{3w}\left(1+\frac{1}{kv}\right). \tag{13}$$

The approximation therefore needs $w\ll1$. A stronger field does not change the first factor, because it lowers $k$ in proportion.

**Proposition 3.** Let all scattering be isotropic, with total collision frequency $\nu_m$ and a fraction $w$ of collisions removing the electron. A tail $v^\alpha e^{-\kappa v}[g_0(\mu)+g_1(\mu)/v+\dots]$ has $\alpha=-1$ and

$$\frac{s}{\operatorname{artanh}s}=1-w,\qquad s=\frac{a\kappa}{\nu_m},\qquad \kappa=k\left(1-\tfrac25w+\dots\right). \tag{14}$$

*Proof.* The equation is $a\,\partial f/\partial v_z+\nu_mf=(1-w)\nu_m\bar f$. At leading order in $1/v$ it reads $(1-s\mu)g_0=(1-w)\bar g_0$. Dividing by $1-s\mu$ and averaging, with $\langle(1-s\mu)^{-1}\rangle=\operatorname{artanh}(s)/s$, gives the first relation. For small $s$,

$$\frac{s}{\operatorname{artanh}s}=1-\frac{s^2}{3}-\frac{4s^4}{45}+\dots,$$

so $s^2=3w-\tfrac{4}{15}s^4=3w\left(1-\tfrac45w\right)$ to second order in $w$. The square root gives the expansion of $\kappa$, since $ak/\nu_m=\sqrt{3w}$.

At the next order,

$$Lg_1+a\left[\alpha\mu g_0+(1-\mu^2)\frac{dg_0}{d\mu}\right]=0,\qquad
Lh=\nu_m\left[(1-s\mu)h-(1-w)\bar h\right].$$

The operator $L$ is symmetric under the angular average and $Lg_0=0$. Multiplying by $g_0$ and averaging therefore removes $g_1$:

$$\alpha\langle\mu g_0^2\rangle+\tfrac12\left\langle(1-\mu^2)\frac{d(g_0^2)}{d\mu}\right\rangle=0.$$

Integration by parts makes the second term $\langle\mu g_0^2\rangle$. This average is positive because $g_0$ increases with $\mu$. Hence $\alpha=-1$. $\square$

A Monte Carlo calculation at $w=0.1$ followed two million electrons through exponentially distributed free flights and isotropic collisions. They started at speed $30a/\nu_m$, and speeds above $36a/\nu_m$ were recorded at collisions. With the prefactor $1/v$ assumed, their mean excess speed gives $s=0.528$. Equation (14) gives 0.525 and the two-term formula 0.548.

## A glow-discharge example

The parameters are rough round values for the positive column of a dc glow discharge: $E=10$ V/cm, 1 Torr, 300 K, $\varepsilon_*=12$ eV, $\nu_m=5\times10^9\ \mathrm{s^{-1}}$ and $\nu_{\rm inel}=10^8\ \mathrm{s^{-1}}$. The reduced field $E/N$ is 31 Td. The acceleration is $1.759\times10^{14}\ \mathrm{m/s^2}$ and the threshold speed is $2.054\times10^6$ m/s. Hence

$$k=\frac{\sqrt{3(5\times10^9)(10^8)}}{1.759\times10^{14}}\ \mathrm{s/m}
=6.96\times10^{-6}\ \mathrm{s/m},\qquad x=14.3.$$

The tail fraction is $6/x^2=0.029$. Equation (9) gives $vf_0=0.0312/v_*^2$ at threshold, and the finite-volume solution with returns gives $0.0311/v_*^2$. Equation (7) gives

$$T(12\ \mathrm{eV})=\frac{24\ \mathrm{eV}}{15.3}=1.57\ \mathrm{eV},\qquad T(20\ \mathrm{eV})=2.05\ \mathrm{eV}.$$

The numerical mean energy of all electrons is 4.8 eV. Two thirds of it, 3.2 eV, is about twice the tail temperature at threshold, so a Maxwellian with the same mean energy would fall too slowly there. Between 12 and 20 eV,

$$\frac{f_0(20\ \mathrm{eV})}{f_0(12\ \mathrm{eV})}
=\frac{e^{-x(\sqrt{20/12}-1)}}{\sqrt{20/12}}=0.012.$$

Returns are weak in this range: $R$ is 0.003 at threshold and 0.0075 at 20 eV. The numerical decay constant between these energies is $0.997k$, in agreement with the average of $k[1-R/(1+v/v')]$ over the range. Equation (10) reaches 0.1 at 110 eV, and the speed in (11) corresponds to about 610 eV. The power law therefore has no practical role here, and constant frequencies should not be trusted so far above threshold.

The two-term estimate (13) of the anisotropy $f_1/f_0$ at threshold is 0.26, but (14) lowers the decay constant by only 0.8 percent. For atoms of mass $M=40$ u, elastic recoil slows an electron at the rate $(m/M)\nu_mv$. The resulting downward flux is 0.9 percent of the diffusive flux at threshold. Recoil takes 1.9 percent of the field power, relative to the balance used in (8).

The drag exerted on a tail electron by slower electrons is smaller still. Passing a slow electron at distance $b$, it transfers the momentum $q=e^2/(2\pi\epsilon_0bv)$ and the energy $q^2/(2m)$. Such passages occur at the rate $n_ev\,2\pi b\,db$, and with $\int db/b=\ln\Lambda$ the energy loss rate is $n_ee^4\ln\Lambda/(4\pi\epsilon_0^2mv)$. For electron density $n_e=10^{10}\ \mathrm{cm^{-3}}$ and Coulomb logarithm $\ln\Lambda=10$, the flux it causes is 0.1 percent of the diffusive flux at threshold. The same collisions also scatter tail electrons to higher speeds. That upward flux would cancel the drag if the tail had the temperature of the slower electrons. Here the tail is colder by about a factor of two, so the upward flux is about twice the drag, and the net effect is still small.

In a real gas the inelastic frequency rises from zero at threshold instead of jumping to a plateau. Suppose it rises linearly to the same $10^8\ \mathrm{s^{-1}}$ at 16 eV, with the field and $\nu_m$ held fixed and no returns. The finite-volume solution then makes $f_0(16\ \mathrm{eV})/f_0(12\ \mathrm{eV})$ larger by a factor 1.5, the largest change in the shape of the tail among the effects sized here. The chosen reduced field is on the high side for a column in an atomic gas. It is more ordinary for a molecular gas, but there vibrational losses below 12 eV would invalidate (8) and reduce the tail fraction at the same field. Equations (8) and (9) and the mean energy also rest on a $\nu_m$ that is constant below threshold, which fails in a gas such as argon, where $\nu_m$ falls steeply toward low energy. If $\nu_m$ is proportional to the energy below 12 eV, with the same value at threshold, the tail fraction rises by a factor of about 1.6 and the mean energy to about 5.8 eV, while the slope (2) is unchanged. An electron must also travel $\varepsilon_*/(eE)=1.2$ cm along the force to gain the threshold energy. In the time an average electron drifts that far, free diffusion would spread it sideways by about the same distance. In a tube only a few centimetres across, wall losses and radial fields can therefore alter the distribution; their effect is not calculated here. The formula is best used for the slope of the tail in a nearly uniform column, at energies where both frequencies vary little and $\nu_{\rm inel}\ll\nu_m$. In a gas whose inelastic frequency is still rising at the energies of interest, a constant $k$ is only a rough guide.
